# Secondary periodicity of ns ionisation energies in groups 13 and 14: verification in Python

```python
"""Secondary periodicity of ions with one ns electron outside closed shells.
Result under test: down groups 13 (M2+) and 14 (M3+) the ionisation energy
I = E(core) - E(core + ns) falls, rises, falls, rises. The first rise needs
the filled 3d shell; 4f filling and relativity both promote the second.
Model: spherical, spin-unpolarised LDA with a point nucleus, solved with the
Schroedinger (c = None) or four-component Dirac kinetic operator.
Symbols: r radius, P and Q large and small radial components, kappa Dirac
angular number, u electronic part of the potential, f occupation of ns,
n radial density (integral n dr = electron number). Hartree atomic units.
Shell tuples give the number of filled s, p, d and f shells in the core.
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from pyscf import dft, gto

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]

# Logarithmic grid. The diagonal term is the Euler-Maclaurin correction for
# the kink of the Coulomb kernel 1/max(r, r').
STEP = 0.05
x = np.arange(np.log(1e-8), np.log(40.0), STEP)
r = np.exp(x)
w = STEP * r
coulomb = w[None, :] / np.maximum.outer(r, r)
coulomb -= np.eye(len(r)) * STEP**2 / 12

ALPHA_MIN, RATIO = 0.04, 1.9
ALPHA_MAX = (1e9, 1e8, 2e5, 2e4)


def exponents(l, largest=None):
    top = ALPHA_MAX[l] if largest is None else largest
    count = int(np.log(top / ALPHA_MIN) / np.log(RATIO)) + 1
    return ALPHA_MIN * RATIO ** np.arange(count)


def orthonormaliser(functions):
    s, vectors = eigh(functions.T @ (w[:, None] * functions))
    return vectors / np.sqrt(s)


def make_channel(l, kappa):
    """Gaussian large components and kinetically balanced small ones."""
    a = exponents(l)[None, :]
    rr = r[:, None]
    gauss = np.exp(-a * rr**2)
    large = rr ** (l + 1) * gauss
    slope = (l + 1 + kappa) * rr**l * gauss - 2 * a * rr ** (l + 2) * gauss
    norm = np.sqrt(w @ large**2)
    large, slope = large / norm, slope / norm
    small = slope / np.sqrt(w @ slope**2)
    small = small @ orthonormaliser(small)
    transform = orthonormaliser(large)
    large, slope = large @ transform, slope @ transform
    kinetic = 0.5 * slope.T @ (w[:, None] * slope)
    coupling = slope.T @ (w[:, None] * small)
    return large, small, kinetic, coupling


channels = {}
for ang in range(4):
    channels[-(ang + 1)] = make_channel(ang, -(ang + 1))
    if ang:
        channels[ang] = make_channel(ang, ang)


def levels(kappa, v, count, c):
    """Lowest bound energies and radial densities in one angular channel."""
    large, small, kinetic, coupling = channels[kappa]
    wv = (w * v)[:, None]
    v_large = large.T @ (wv * large)
    if c is None:
        e, vec = eigh(kinetic + v_large, subset_by_index=[0, count - 1])
        return e, (large @ vec) ** 2
    n_large, n_small = large.shape[1], small.shape[1]
    v_small = small.T @ (wv * small) - 2 * c**2 * np.eye(n_small)
    ham = np.block([[v_large, c * coupling], [c * coupling.T, v_small]])
    e, vec = eigh(ham, subset_by_index=[n_small, n_small + count - 1])
    return e, (large @ vec[:n_large]) ** 2 + (small @ vec[n_large:]) ** 2


def lda(rho):
    """Energy per electron and potential: Slater exchange, PW92 correlation."""
    rho = np.maximum(rho, 1e-30)
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    ex = -0.75 * (3 * rho / np.pi) ** (1 / 3)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    root = np.sqrt(rs)
    q0 = -2 * a * (1 + a1 * rs)
    q1 = 2 * a * (b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2)
    dq1 = a * (b1 / root + 2 * b2 + 3 * b3 * root + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    ec = q0 * log
    dec = -2 * a * a1 * log - q0 * dq1 / (q1**2 + q1)
    return ex + ec, 4 * ex / 3 + ec - rs * dec / 3


def solve(z, shells, f, c, u=None):
    """Self-consistent ion with a closed core and f electrons in the next s."""
    if u is None:
        electrons = sum(2 * (2 * l + 1) * k for l, k in enumerate(shells)) + f
        screen = 1 - 1 / (1 + 0.9 * z ** (1 / 3) * r) ** 2
        u = (electrons - 1) * screen / r
    old_u, old_res = [], []
    for _ in range(100):
        band, by_l = 0.0, np.zeros((4, len(r)))
        for l, filled in enumerate(shells):
            count = filled + (l == 0)
            if count == 0:
                continue
            if c is None:
                branches = [(-(l + 1), 2 * (2 * l + 1))]
            else:
                branches = [(-(l + 1), 2 * l + 2)]
                if l:
                    branches.append((l, 2 * l))
            for kappa, degeneracy in branches:
                occ = np.full(count, float(degeneracy))
                if l == 0:
                    occ[-1] = f
                e, dens = levels(kappa, -z / r + u, count, c)
                band += occ @ e
                by_l[l] += dens @ occ
                if l == 0:
                    valence_e, valence = e[-1], dens[:, -1]
        n = by_l.sum(axis=0)
        hartree = coulomb @ n
        exc, vxc = lda(n / (4 * np.pi * r**2))
        energy = band + w @ (n * (hartree / 2 + exc - u))
        res = hartree + vxc - u
        if np.max(np.abs(r * res)) < 1e-6:
            return dict(E=energy, e=valence_e, valence=valence, by_l=by_l,
                        u=u, radius=w @ (r * valence))
        old_u, old_res = (old_u + [u])[-7:], (old_res + [res])[-7:]
        new_u = u + 0.5 * res
        if len(old_u) > 1:
            du = np.diff(np.array(old_u), axis=0).T
            dres = np.diff(np.array(old_res), axis=0).T
            gamma = np.linalg.lstsq(r[:, None] * dres, r * res, rcond=None)[0]
            new_u = new_u - (du + 0.5 * dres) @ gamma
        u = new_u
    raise RuntimeError("self-consistency not reached")


def ionise(z, shells, c):
    ion = solve(z, shells, 1.0, c)
    core = solve(z, shells, 0.0, c, ion["u"])
    ion["I"] = core["E"] - ion["E"]
    return ion


print(f"speed of light: {C:.6f} a.u.;  1 hartree = {EV:.6f} eV")

# Dirac solver against the closed Sommerfeld formula. Gaussians only
# approximate the point-nucleus singularity, hence the relative tolerance.
worst = 0.0
for n_q, kappa in ((1, -1), (2, 1), (2, -2)):
    gam = np.sqrt(kappa**2 - (82 / C) ** 2)
    exact = C**2 * (1 / np.sqrt(1 + (82 / C / (n_q - abs(kappa) + gam))**2) - 1)
    found = levels(kappa, -82 / r, 1, C)[0][0]
    worst = max(worst, abs(found / exact - 1))
assert worst < 3e-4
print(f"Dirac hydrogenic levels, Z=82: largest relative error {worst:.1e}")

# Radial LDA against a three-dimensional Gaussian-orbital calculation.
basis = [[0, [a, 1.0]] for a in exponents(0, 1e6)]
basis += [[1, [a, 1.0]] for a in exponents(1, 2e4)]
mol = gto.M(atom="Al 0 0 0", charge=3, spin=0, basis={"Al": basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,pw"
mf.grids.level = 4
e_3d = mf.kernel()
e_radial = solve(13, (2, 1, 0, 0), 0.0, None)["E"]
assert mf.converged and abs(e_3d - e_radial) < 2e-3
print(f"Al3+ energy: radial {e_radial:.5f}, 3D code {e_3d:.5f} hartree")

cores = [(1, 0, 0, 0), (2, 1, 0, 0), (3, 2, 1, 0), (4, 3, 2, 0), (5, 4, 3, 1)]
groups = {13: (("B2+", 5), ("Al2+", 13), ("Ga2+", 31), ("In2+", 49),
               ("Tl2+", 81)),
          14: (("C3+", 6), ("Si3+", 14), ("Ge3+", 32), ("Sn3+", 50),
               ("Pb3+", 82))}
nr, rel = {}, {}
print("ion: Z, I_nr, I_rel, shift (hartree); I_rel (eV)")
for group, ions in groups.items():
    for (name, z), core in zip(ions, cores):
        nr[name], rel[name] = ionise(z, core, None), ionise(z, core, C)
        a, b = nr[name]["I"], rel[name]["I"]
        print(f"{name:4s}: {z:2d} {a:.4f} {b:.4f} {b - a:+.4f}; {b * EV:.2f}")

# Total-energy difference against the occupation integral of the eigenvalue.
# f = t^3 removes the cube-root behaviour of LDA exchange at small f.
nodes, weights = np.polynomial.legendre.leggauss(5)
janak = 0.0
for t, wt in zip((nodes + 1) / 2, weights / 2):
    part = solve(81, cores[4], t**3, C, rel["Tl2+"]["u"])
    janak -= wt * 3 * t**2 * part["e"]
assert abs(janak - rel["Tl2+"]["I"]) < 5e-4
print(f"Tl2+ I from Janak integral: {janak:.5f} hartree")
print(f"Tl2+ I from total energies: {rel['Tl2+']['I']:.5f} hartree")
print(f"Tl2+ minus 6s eigenvalue at f=1: {-rel['Tl2+']['e']:.4f} hartree")

# The relativistic shift must vanish as 1/c^2.
ga_far = ionise(31, cores[2], 10 * C)["I"]
ratio = (ga_far - nr["Ga2+"]["I"]) / (rel["Ga2+"]["I"] - nr["Ga2+"]["I"])
assert abs(ratio - 0.01) < 0.003
print(f"Ga2+ shift at 10c divided by shift at c: {ratio:.4f}")

# Reference ions: delete a filled shell and equally many protons.
cases = (("Al2+", "Ga2+", 31, (3, 2, 0, 0), 2, 10, "3d"),
         ("Si3+", "Ge3+", 32, (3, 2, 0, 0), 2, 10, "3d"),
         ("In2+", "Tl2+", 81, (5, 4, 3, 0), 3, 14, "4f"),
         ("Sn3+", "Pb3+", 82, (5, 4, 3, 0), 3, 14, "4f"))
for before, name, z, core, l, k, label in cases:
    bare_nr = ionise(z - k, core, None)
    bare_rel = ionise(z - k, core, C)
    # Fixed-orbital binding by k protons plus the shell: direct Coulomb
    # integral against two successive integrations of Gauss's law.
    shell, outer = nr[name]["by_l"][l], bare_nr["valence"]
    direct = w @ (outer * (k / r - coulomb @ shell))
    q_out = k - CubicSpline(x, shell * r).antiderivative()(x)
    tail = CubicSpline(x, q_out / r).antiderivative()(x)
    by_gauss = w @ (outer * (tail[-1] - tail))
    assert direct > 0 and abs(by_gauss / direct - 1) < 1e-3
    home = bare_nr["I"] - nr[before]["I"]
    fill = nr[name]["I"] - bare_nr["I"]
    fill_rel = rel[name]["I"] - bare_rel["I"]
    shift = rel[name]["I"] - nr[name]["I"]
    change = shift - (rel[before]["I"] - nr[before]["I"])
    only_rel = bare_rel["I"] - rel[before]["I"]
    assert home < 0 and fill > 0 and fill_rel > 0
    assert shift > 0 and change > 0
    if label == "3d":
        assert fill > change and only_rel < 0
    print(f"{name} without {label}, Z={z - k}: I_nr {bare_nr['I']:.4f}, "
          f"I_rel {bare_rel['I']:.4f} hartree")
    print(f"  {before}->{name}: homologue {home:+.4f}, {label} {fill:+.4f}, "
          f"relativity {change:+.4f} hartree")
    print(f"  {label} effect with relativity on: {fill_rel:+.4f} hartree")
    print(f"  step with relativity but no {label}: {only_rel:+.4f} hartree")
    print(f"  fixed-orbital {label} binding: {direct:.4f} hartree")
    if name == "Tl2+":
        radii = (bare_nr["radius"], nr[name]["radius"],
                 bare_rel["radius"], rel[name]["radius"])

assert radii[0] > radii[1] > radii[3] and radii[0] > radii[2] > radii[3]
print(f"Tl2+ 6s mean radius, nonrel.: no 4f {radii[0]:.4f}, "
      f"with 4f {radii[1]:.4f} bohr")
print(f"Tl2+ 6s mean radius, rel.: no 4f {radii[2]:.4f}, "
      f"with 4f {radii[3]:.4f} bohr")

for group, ions in groups.items():
    names = [item[0] for item in ions]
    steps_nr = np.diff([nr[name]["I"] for name in names])
    steps_rel = np.diff([rel[name]["I"] for name in names])
    print(f"group {group} steps, nonrel. (hartree): "
          + " ".join(f"{s:+.4f}" for s in steps_nr))
    print(f"group {group} steps, rel. (hartree): "
          + " ".join(f"{s:+.4f}" for s in steps_rel))
    assert np.array_equal(np.sign(steps_rel), [-1, 1, -1, 1])

print("OK")
```

Running it gives:

```
speed of light: 137.035999 a.u.;  1 hartree = 27.211386 eV
Dirac hydrogenic levels, Z=82: largest relative error 6.5e-06
Al3+ energy: radial -239.34283, 3D code -239.34281 hartree
ion: Z, I_nr, I_rel, shift (hartree); I_rel (eV)
B2+ :  5 1.3656 1.3660 +0.0004; 37.17
Al2+: 13 1.0428 1.0447 +0.0020; 28.43
Ga2+: 31 1.1415 1.1611 +0.0196; 31.60
In2+: 49 1.0112 1.0560 +0.0448; 28.74
Tl2+: 81 0.9788 1.1243 +0.1455; 30.59
C3+ :  6 2.3285 2.3296 +0.0011; 63.39
Si3+: 14 1.6536 1.6572 +0.0036; 45.09
Ge3+: 32 1.6874 1.7144 +0.0270; 46.65
Sn3+: 50 1.4682 1.5271 +0.0588; 41.55
Pb3+: 82 1.4028 1.5868 +0.1840; 43.18
Tl2+ I from Janak integral: 1.12432 hartree
Tl2+ I from total energies: 1.12432 hartree
Tl2+ minus 6s eigenvalue at f=1: 0.9485 hartree
Ga2+ shift at 10c divided by shift at c: 0.0097
Ga2+ without 3d, Z=21: I_nr 0.7931, I_rel 0.7966 hartree
  Al2+->Ga2+: homologue -0.2496, 3d +0.3484, relativity +0.0177 hartree
  3d effect with relativity on: +0.3645 hartree
  step with relativity but no 3d: -0.2482 hartree
  fixed-orbital 3d binding: 0.4961 hartree
Ge3+ without 3d, Z=22: I_nr 1.2217, I_rel 1.2274 hartree
  Si3+->Ge3+: homologue -0.4319, 3d +0.4657, relativity +0.0234 hartree
  3d effect with relativity on: +0.4870 hartree
  step with relativity but no 3d: -0.4298 hartree
  fixed-orbital 3d binding: 0.6500 hartree
Tl2+ without 4f, Z=67: I_nr 0.8715, I_rel 0.9450 hartree
  In2+->Tl2+: homologue -0.1397, 4f +0.1073, relativity +0.1007 hartree
  4f effect with relativity on: +0.1793 hartree
  step with relativity but no 4f: -0.1110 hartree
  fixed-orbital 4f binding: 0.3652 hartree
Pb3+ without 4f, Z=68: I_nr 1.2552, I_rel 1.3496 hartree
  Sn3+->Pb3+: homologue -0.2130, 4f +0.1475, relativity +0.1252 hartree
  4f effect with relativity on: +0.2371 hartree
  step with relativity but no 4f: -0.1774 hartree
  fixed-orbital 4f binding: 0.4533 hartree
Tl2+ 6s mean radius, nonrel.: no 4f 2.8200, with 4f 2.5211 bohr
Tl2+ 6s mean radius, rel.: no 4f 2.6440, with 4f 2.2616 bohr
group 13 steps, nonrel. (hartree): -0.3228 +0.0987 -0.1303 -0.0324
group 13 steps, rel. (hartree): -0.3213 +0.1164 -0.1051 +0.0683
group 14 steps, nonrel. (hartree): -0.6749 +0.0338 -0.2192 -0.0655
group 14 steps, rel. (hartree): -0.6724 +0.0572 -0.1873 +0.0597
OK
```
